# Planar Self-Duality and the Bond Percolation Threshold of the Square Lattice

Some disordered thin films can be modelled as a network of saddles between low-energy regions. When the saddle energies differ by much more than the thermal energy, the barrier that controls a large film is set by the fraction of saddles that has to be passable before a connected route exists. A finite patch does not settle this. With 40% of the bonds open, a patch two bonds long is crossed with probability 0.34, and one twenty bonds long in only 1–2% of samples. A threshold read from one patch depends on its size and on the crossing probability chosen as the criterion. Planar duality supplies a point that does not move with size. Duality alone shows that this point is symmetric; that it is also critical needs a further argument, given below.

## Exactly one crossing

Each nearest-neighbour bond of the square lattice is open independently with probability $p$ and closed otherwise. The dual lattice has a site in each face and one dual bond across each primal bond. A dual bond is called open when the primal bond it crosses is closed, so its density is $1-p$.

Take a patch of $k$ columns and $l$ rows of sites. Bonds inside the two end columns do not affect left-right crossing, so each end column is merged into a terminal. The dual sites below the bottom row are likewise merged into one terminal, and those above the top row into another. The claim is that exactly one of these occurs: an open primal left-right crossing, or an open dual bottom-top crossing.

**At least one occurs.** Suppose there is no primal crossing. Let $A$ be the set of sites joined to the left column by open paths, including that column. Let $D$ be the set of dual bonds crossing primal bonds between $A$ and its complement. Those primal bonds are closed, so $D$ is open. Around the four sites of a face, membership of $A$ changes an even number of times, so every inner dual site has even degree in $D$. Along the bottom row, membership starts true and ends false, so the bottom terminal has odd degree. The degrees in a connected component of $D$ sum to an even number. The component containing the bottom terminal therefore has another vertex of odd degree, which can only be the top terminal.

**Both cannot occur.** Let $D$ now be a simple open dual path from bottom to top. Colour site $(x,y)$ by $c(x,y)$, the number modulo 2 of bonds of $D$ met along row $y$ from the left column to $x$. Consider the faces between rows $y$ and $y+1$, from the left column to column $x$. Their degrees in $D$ are even. In the sum of these degrees, dual bonds joining two of the faces count twice, which leaves

$$c(x,y)+c(x,y+1)+d=0 \pmod 2, \tag{1}$$

where $d=1$ if $D$ crosses the vertical bond between $(x,y)$ and $(x,y+1)$, and $d=0$ otherwise. The colour thus changes across a bond only if $D$ crosses it. It is 0 on the left. On the right it is constant, because no dual bond crosses the end column, and in the bottom row it equals the degree of the bottom terminal, which is 1. Any left-right path must therefore use a bond crossed by $D$, and that bond is closed.

The dual patch, turned by a right angle, has $l+1$ columns and $k-1$ rows. If $h(k,l;p)$ is the left-right crossing probability, then

$$h(k,l;p)+h(l+1,k-1;1-p)=1. \tag{2}$$

For $k=n+1$, $l=n$ the two patches have the same shape, and at $p=1/2$

$$h(n+1,n;\tfrac12)=\tfrac12\qquad\text{for every }n. \tag{3}$$

Enumeration of the $4\times3$ patch, with 13 relevant bonds, gives 4096 crossed configurations out of 8192.

Equation (3) does not yet locate the threshold. Let $\theta_n(p)$ be the probability that the origin is joined to some site at distance $n$, where distance is the larger of the two coordinate differences. Let $\theta=\lim_{n\to\infty}\theta_n$, and let $p_c$ be the value above which $\theta>0$. Symmetry alone would permit $p_c=0.4$, with primal and dual infinite clusters coexisting for $0.4<p<0.6$. It would also permit $p_c=0.6$, with neither present between. Both possibilities must be excluded.

## Above one half an infinite cluster exists

For a finite set $S$ containing the origin, define

$$\varphi_p(S)=p\sum_{x\in S,\;y\notin S}P_p(0\leftrightarrow x\text{ inside }S), \tag{4}$$

where the sum runs over bonds $xy$. This is the mean number of open exits from $S$ that the origin can reach inside $S$.

Suppose $\varphi_p(S)<1$ for some $S$ whose sites all lie at distance less than $L$. Let $C$ be the origin's cluster formed by open bonds inside $S$. An open path from the origin to distance $jL$ leaves $C$ for the last time by a bond $xy$. Here $y\notin S$, since otherwise $y$ would belong to $C$. The bond $xy$ and the rest of the path, which avoids $C$, were not examined in finding $C$. From $y$ the path must still cover a distance of at least $(j-1)L$. Summing over $C$ and $xy$ gives

$$\theta_{jL}\le\varphi_p(S)\,\theta_{(j-1)L}\le\varphi_p(S)^j. \tag{5}$$

The decay would be exponential. At $p=1/2$ this is impossible: a crossing of the patch in (3) starts from one of $n$ left sites and reaches distance $n$, so

$$\tfrac12\le n\,\theta_n(\tfrac12). \tag{6}$$

Hence $\varphi_{1/2}(S)\ge1$ for every finite $S$. As $\varphi_p(S)$ increases with $p$, the same holds for $p\ge1/2$. Over the 256 sets containing the centre of a $3\times3$ block, the smallest value at $p=1/2$ is 2, which is the value $4\times\frac12$ of the single site.

Next differentiate $\theta_n$. Give each bond $e$ its own probability $p_e$. The probability of the event is linear in $p_e$, and its slope is the probability that $e$ is pivotal, meaning that opening or closing $e$ decides the event. Setting all $p_e=p$ gives $\theta_n'=\sum_eP(e\text{ pivotal})$. Being pivotal does not depend on the state of $e$ itself, so

$$\theta_n'=\frac1{1-p}\sum_eP(e\text{ pivotal and closed}). \tag{7}$$

Let $\mathcal S$ be the set of those sites at distance less than $n$ from the origin that are not joined to any site at distance $n$. It is finite. A closed bond $xy$ is pivotal precisely when $0\in\mathcal S$, $x$ is joined to 0 inside $\mathcal S$, and $y\notin\mathcal S$. The event $\mathcal S=S$ is decided by bonds with at least one end outside $S$, so it is independent of connections inside $S$. With (4),

$$\theta_n'=\frac1{p(1-p)}\sum_{S\ni0}\varphi_p(S)P(\mathcal S=S)\ge\frac{1-\theta_n}{p(1-p)},\qquad p\ge\tfrac12. \tag{8}$$

The last step uses $\varphi_p(S)\ge1$ and $\sum_{S\ni0}P(\mathcal S=S)=1-\theta_n$. For $n=2$, $p=0.6$, the sum in (8) and a finite difference of $\theta_2$ both give 0.4902232.

Since $1/[p(1-p)]=1/p+1/(1-p)$, integration from $1/2$ to $p$ yields

$$\ln\frac{1-\theta_n(1/2)}{1-\theta_n(p)}\ge\ln\frac p{1-p}. \tag{9}$$

Therefore $1-\theta_n(p)\le(1-p)/p$, and letting $n\to\infty$,

$$\theta(p)\ge2-\frac1p,\qquad p>\tfrac12. \tag{10}$$

The bound tends to 1 as $p\to1$ and starts as $4(p-\frac12)$ just above one half. It is not an estimate of $\theta$.

## At one half there is none

The other direction uses crossings of long rectangles. Events that opening more bonds cannot destroy are called increasing, and they are positively correlated (the Harris inequality). For increasing functions $f,g$ of one bond,

$$\langle fg\rangle-\langle f\rangle\langle g\rangle=p(1-p)[f(1)-f(0)][g(1)-g(0)]\ge0. \tag{11}$$

For several bonds, fix the last one and apply the inequality to the others. The conditional means are increasing functions of the last bond, and (11) completes the induction.

Let $R$ have $m$ columns and $2n$ rows, with $m\ge n$, and let $S$ be its lower-left $n\times n$ square. Let $X$ be the event that an open vertical crossing of $S$ is joined inside $R$ to the right side of $R$. If $S$ has open vertical crossings, the left envelope of their union is again one. Call this leftmost crossing $\gamma$, trimmed to touch the top and bottom rows of $S$ only at its ends. It is identified by bonds on it and to its left.

Reflect $\gamma$ into the upper half of $R$ and connect the two pieces by the vertical bond between them. Every horizontal crossing of $R$ meets this line, and after its last visit it runs to the right. By reflection symmetry, the probability that such a run starts from $\gamma$ rather than from its image is at least half the crossing probability of $R$. The run uses only unexamined bonds, so summing over $\gamma$ gives

$$P(X)\ge\tfrac12h(m,2n)\,h(n,n). \tag{12}$$

For $m=3$, $n=2$, $p=1/2$, enumeration gives 0.576 on the left and 0.294 on the right.

Now reflect $R$ in the vertical axis of $S$. The union of $R$ and its image has $2m-n$ columns. If $X$ and its mirror event occur, and $S$ has a horizontal crossing to tie the two vertical crossings together, the union is crossed. By the Harris inequality and (12),

$$h(2m-n,2n)\ge P(X)^2h(n,n)\ge\tfrac14h(m,2n)^2h(n,n)^3. \tag{13}$$

At $p=1/2$ a square is at least as easy to cross as the patch in (3), so $h(n,n)\ge1/2$ and $h(2n,2n)\ge1/2$. Taking $m=2n$ and then $m=3n$,

$$h(3n,2n)\ge2^{-7},\qquad h(5n,2n)\ge2^{-14}\,2^{-5}=2^{-19}. \tag{14}$$

The computed values of $h(5n,2n)$ for $n=1,2,3$ are 0.215, 0.154 and 0.136. The bound is very weak, but it does not depend on $n$.

Four rectangles of $5n\times2n$ sites form a square annulus with outer side $5n$ and an $n\times n$ hole. If each is crossed lengthwise, the crossings meet at the corners and contain a circuit around the hole. By the Harris inequality this has probability at least $2^{-76}$. As a check of the geometry, annuli with $n=2$ were sampled with bond probability 0.65: 83 samples had all four crossings, and in none of them did a dual path escape from the hole.

At $p=1/2$ the dual bonds also have density $1/2$. Centre dual annuli on the origin with $n=6^i$, $i=1,\dots,J$. Each fits in the hole of the next, because $5\cdot6^i<6^{i+1}$, so their circuits are independent. An open dual circuit consists of closed primal bonds and confines the origin's cluster. Thus

$$\theta(\tfrac12)\le(1-2^{-76})^J\to0\quad(J\to\infty). \tag{15}$$

Since $\theta$ cannot decrease with $p$, it vanishes for all $p\le1/2$. With (10), this proves

$$p_c=\tfrac12. \tag{16}$$

The proof uses independent bonds, equal densities in both directions and a planar lattice that is its own dual.

## Random barriers and conductance

Give each bond an independent saddle energy $E$ from a continuous distribution, and open all bonds with energy below a rising level. Let $E_c$ be the level at which an $(n+1)\times n$ patch is first crossed. Just before the decisive bond opens, the closed bonds support a dual crossing; just after, they do not. The same bond is therefore the highest on the best primal path and the lowest on the best dual barrier. By (3), the median of $E_c$ over samples is the median saddle energy $E_m$, for every $n$.

Let the bond conductances be $g=g_0e^{-E/kT}$, and let $G$ be the conductance between the end columns. At $E_c$ there is a path of at most $N$ bonds, each with conductance at least $g_c=g_0e^{-E_c/kT}$, where $N$ is the number of bonds. Removing all other bonds cannot raise $G$, so $G\ge g_c/N$. There is also a dual cut of at most $N$ bonds, each with conductance at most $g_c$. Short-circuiting everything else cannot lower $G$, so $G\le Ng_c$. Hence

$$\left|\ln\frac G{g_0}+\frac{E_c}{kT}\right|\le\ln N. \tag{17}$$

For a fixed patch, $-kT\ln(G/g_0)$ tends to $E_c$ as $T\to0$.

At finite temperature duality gives a separate result. Assign potentials to the dual sites so that the difference across each bond equals the primal current through it. Current conservation at each primal site makes this consistent. Let the dual currents equal the primal voltage drops; these are conserved because the drops around a face sum to zero. Each dual conductance is then drop divided by current, or $1/g$. For unit applied voltage the primal current is $G$, so the dual network carries unit current at voltage $G$:

$$G[g]\,G^*[1/g]=1. \tag{18}$$

Measure conductances in units of $g_m=g_0e^{-E_m/kT}$. If the distribution of $E$ is symmetric about $E_m$, then $g/g_m$ and its reciprocal have the same distribution, and the dual patch has the same shape. So $G/g_m$ and $g_m/G$ are equally distributed, and the median of $G$ is $g_m$ at every temperature. A skewed distribution keeps the median of $E_c$ but loses this result for $G$.

## A 200 nm oxide patch

Consider a patch of $21\times20$ sites with 10 nm cells, hence 200 nm square with 761 bonds. The saddle energies are Gaussian, with median 150 meV above the Fermi level and standard deviation 30 meV. Treat each bond as a square of film with band mobility $\mu=15$ cm²/Vs and mass $m^*=0.34\,m_e$. Its prefactor is $g_0=e\mu m^*kT/(\pi\hbar^2)$, the sheet conductance for the two-dimensional effective density of states of a single subband. This assumes a conducting layer about 5 nm thick or less. With hard walls and this mass, higher subbands raise the prefactor at 300 K by a factor of 1.3 at 10 nm and 2.5 at 20 nm, and they change its temperature dependence. At 300 K, $kT=25.85$ meV and $g_0=8.82$ µS, so

$$G_{\rm med}=8.82\ \text{µS}\times e^{-150/25.85}=26.7\ \text{nS}. \tag{19}$$

At 358 K, with the Fermi level, saddles and mobility held fixed, it is 81.4 nS.

Of 1000 sampled patches, a fraction 0.519 had $E_c$ below the median barrier. The sampling error of a fair split is 0.016. The standard deviation of $E_c$ is 3.4 meV. If $E_c$ alone set the conductance at 300 K, $\ln G$ would scatter by $3.35/25.85=0.13$; the network solution gives 0.059. Using $E_c$ alone therefore overstates the sample-to-sample variation here. This is consistent with (17), whose tolerance $kT\ln761$ is about 170 meV. The barrier spread here is only $1.2\,kT$, so this example lies outside the regime where one critical saddle controls the conductance, and (19) rests on the duality (18), not on (17).

Several omissions can be sized. For a parabolic saddle falling 60 meV over 5 nm, $\hbar\omega=32.8$ meV. If transport over the saddle were coherent, tunnelling along the path would multiply the classical rate by $(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)=1.07$. At a symmetric saddle the quantized sideways motion contributes a further factor $(\hbar\omega/2kT)/\sinh(\hbar\omega/2kT)=0.94$, so the two nearly cancel. The mobility and mass used here give a mean free path of only about 0.4 nm, so these coherent factors indicate a scale and are not a correction to apply. Fermi statistics lower the carrier density by 1.5%, relative to the Boltzmann value, at a saddle two standard deviations below the median. At 0.1 V across the patch the largest bond drop averages 17 mV. For activated transfer over a symmetric saddle, this raises that bond's current by 1.8% above its linear value.

Geometry and correlations matter more for the threshold. With the same barrier distribution and patch size, a second conducting layer linked to the first shifts the median $E_c$ by $-9.6\pm0.1$ meV. Extra bonds can only lower $E_c$, and the linked layers are no longer planar. In a single layer where bonds sharing a site have correlation $1/2$, the shift is $-4.6\pm0.3$ meV. Self-duality fails there because opposite bonds at a site are correlated while opposite bonds of a face are not.

The mass and mobility are rough values for indium-gallium-zinc oxide. They imply a scattering rate with $\hbar/\tau$ well above $kT$, outside the safe range of band transport theory, so $g_0$ is a nominal prefactor. The cell size, the barrier spread and the independence of the saddles are model choices. Many display transistors are micrometres long, much larger than this patch. In a working transistor the gate also moves the Fermi level, which is fixed here: a 10 meV rise multiplies the Boltzmann conductance at 300 K by $e^{10/25.85}=1.47$, more than any of the tunnelling, statistical or bias corrections above. Within this model, the activation energy of the median conductance over many such patches can be identified with the median barrier when the Fermi level and mobility are fixed, the film is a single self-dual layer, the saddles are independent and symmetrically distributed, and the temperature dependence of $g_0$ is allowed for. These conditions are sufficient, not necessary; a real film need not meet them. Even when they hold, the activation energy of a single finite patch can differ from the median barrier. Most of the computed values are collected in the numerical output.

## Values computed for the example and the checks

```
Bonds in the 4 x 3 patch: 13
Configurations of the 4 x 3 patch: 8192
Of these, with a left-right crossing: 4096
h(n+1,n) at p = 0.4, 0.5, 0.6 for n = 2: 0.34048 0.50000 0.65952
h(n+1,n) at p = 0.4, 0.5, 0.6 for n = 4: 0.24275 0.50000 0.75725
h(n+1,n) at p = 0.4, 0.5, 0.6 for n = 6: 0.17204 0.50000 0.82796
Smallest phi at p = 1/2 over 256 sets S: 2
phi at p = 0.2 for the 3 x 3 block: 0.30003
theta_2 at p = 0.2: 0.23142
theta_2 at p = 0.5: 0.88029
theta_2 at p = 0.6: 0.95865
Slope of theta_2 at p = 0.6, finite difference: 0.4902232
Slope of theta_2 at p = 0.6, pivotal-bond sum: 0.4902232
Lower bound 2 - 1/p at p = 0.6: 0.33333
Reflection lemma, P(X): 0.5755
Reflection lemma, P(H)P(V)/2: 0.29443
h(5n,2n) at p = 1/2 for n = 1: 0.21484
h(5n,2n) at p = 1/2 for n = 2: 0.15367
h(5n,2n) at p = 1/2 for n = 3: 0.13559
Proved lower bound 2^-19: 1.9073e-06
Annulus samples with four crossings (none leaks): 83
Annulus samples that leak: 245
h(21,20) at p = 0.4, 0.5, 0.6, 1000 samples: 0.019 0.519 0.990
Patch edge: 200 nm
Bonds in the patch: 761
Median saddle energy above Fermi level: 150 meV
Spread of saddle energies: 30 meV
Mass ratio: 0.34
Band mobility: 15 cm2/Vs
kT at 300 K: 25.852 meV
Prefactor g0 at 300 K: 8.824 uS
Median patch conductance at 300 K: 26.66 nS
Median patch conductance at 358 K: 81.43 nS
Fraction of patches with E_c below the median barrier: 0.519
Fraction of patches with G above the median bond: 0.537
Standard deviation of E_c: 3.35 meV
Standard deviation of ln G at 300 K: 0.0585
Saddle quantum hbar*omega (60 meV fall over 5 nm): 32.8 meV
Tunnelling factor at 300 K: 1.07
Degeneracy factor, saddle two spreads low: 0.9849
Applied bias: 0.1 V
Mean largest bond drop at this bias: 17.2 mV
Bias factor sinh(x)/x on that bond: 1.018
Shift of median E_c, two conducting layers: -9.56 meV
  its sampling error: 0.14 meV
Shift of median E_c, neighbour correlation 1/2: -4.56 meV
  its sampling error: 0.32 meV
```
